# Mode mixity of a residually stressed film peeling from an identical substrate

## Problem

A film of thickness $h$ is bonded to a very deep substrate. Both are isotropic, with the same Young modulus $E$ and Poisson ratio $\nu$. The film carries a uniform residual tension $\sigma$, and a long straight crack runs along the interface from a free film edge. The deformation is plane strain and the crack faces are free of traction. The mode-mixity angle $\omega$ is defined by $\tan\omega=K_{II}/K_I$, where $K_I$ and $K_{II}$ are the opening and shear stress intensity factors.

(a) Reduce the problem to a film loaded at its end, and find the energy release rate.

(b) Relate traction and displacement jump on the interface.

(c) Find $K_I$, $K_{II}$ and $\omega$, and evaluate $\omega$.

(d) Check the angle by a calculation that does not use the factorization in (c).

(e) Apply the result to a terbium film on gadolinium, and size the main neglected effects.

## Solution

### (a) Reduction and energy

Put the crack on $x<0,\ y=0$, the film on $0<y<h$ and the substrate on $y<0$. The algebra contains no physical constants, so it holds in atomic units as in any other consistent set.

Start from the fully bonded state, with stress $\sigma$ in the film and none in the deep substrate. Cutting the crack and the free edge removes the stress from the film end. The change is therefore the field of an unstressed body whose film end is loaded by $\sigma_{xx}=-\sigma$, a push toward the tip with no moment about the film's midplane. The bonded state has no traction on $y=0$, so this change carries all of $K_I$ and $K_{II}$.

When the crack advances by unit length, unit length of film relaxes from $\sigma$ to zero at fixed strain along the front. Its strain changes by $\sigma/E'$, with $E'=E/(1-\nu^2)$. The free edge does no work, so

$$G=\frac{\sigma^2h}{2E'} .$$

### (b) Traction and displacement jump

Let $v,u$ be the displacements along $y,x$, and let $\delta=(\delta_v,\delta_u)$ be film minus substrate displacement at $y=0$. Transforms are $\hat f(k)=\int f\,e^{ikx}dx$, so fields vary as $e^{-ikx}$. Write $\kappa=|k|$ and $q=\kappa h$. An Airy function $F(y)e^{-ikx}$ gives

$$\sigma_{yy}=-k^2F,\qquad \sigma_{xy}=ikF',\qquad \sigma_{xx}=F''.$$

**Jump in an infinite body.** Decaying biharmonic solutions are $F=(A+By)e^{-\kappa y}$ above and $(A'+B'y)e^{\kappa y}$ below. Continuous traction requires continuous $F$ and $F'$, so $A'=A$ and $B'=B-2\kappa A$.

With $\nu'=\nu/(1-\nu)$, Hooke's law reads $-ikE'u=F''+\nu'k^2F$, hence $-ikE'\delta_u=[F'']$, where brackets denote the jump. The shear law $u'-ikv=2(1+\nu')\sigma_{xy}/E'$ has a continuous right side, so $[u']=ik\delta_v$. Differentiating Hooke's law gives $-ikE'[u']=[F''']$, hence $k^2E'\delta_v=[F''']$. The jumps are

$$[F'']=(\kappa^2A-2\kappa B)-(\kappa^2A+2\kappa B')=4\kappa(\kappa A-B),$$
$$[F''']=(-\kappa^3A+3\kappa^2B)-(\kappa^3A+3\kappa^2B')=4\kappa^3A .$$

Therefore

$$A=\frac{E'\delta_v}{4\kappa},\qquad \beta\equiv B-\kappa A=\frac{ikE'\delta_u}{4\kappa}.$$

At $y=0$, $F=A$ and $F'=\beta$, so both tractions equal $-(E'/4)\kappa$ times their own jump.

**Free surface.** Add a smooth field $[P+Q(y-h)]e^{\kappa(y-h)}$ that cancels $F$ and $F'$ at $y=h$:

$$P=-(A+Bh)e^{-q},\qquad Q=(2\kappa A-B+2qB)e^{-q}.$$

Its values at $y=0$ are $(P-Qh)e^{-q}$ and $(\kappa P+Q-qQ)e^{-q}$. Inserting $B=\kappa A+\beta$,

$$F_{\rm add}=-e^{-2q}[(1+2q+2q^2)A+2qh\beta],$$
$$F'_{\rm add}=-e^{-2q}[2q^2\kappa A+(1-2q+2q^2)\beta].$$

Adding the two fields gives, in the order (normal, shear),

$$\hat t=-\frac{E'}4|k|\,S\,\hat\delta,\qquad S=aI+2qe^{-2q}J,$$
$$a=1-e^{-2q}(1+2q^2),\qquad J=\begin{pmatrix}-1&-ikh\\ ikh&1\end{pmatrix}.$$

The elastic constants enter through the prefactor $E'$ alone, so $\omega$ cannot depend on them.

**Exponential form.** Since $J^2=(1+q^2)I$, the exponential of $J$ contains just $I$ and $J$:

$$e^{\tau J}=\cosh\theta\,I+\frac{\sinh\theta}{\sqrt{1+q^2}}J,\qquad \theta=\tau\sqrt{1+q^2}.$$

Matching $S=\sqrt D\,e^{\tau J}$ requires $\sqrt D\cosh\theta=a$ and $\sqrt D\sinh\theta=2qe^{-2q}\sqrt{1+q^2}$. Thus

$$\tanh\theta=\frac{2qe^{-2q}\sqrt{1+q^2}}{1-e^{-2q}(1+2q^2)},$$
$$D=a^2-4q^2(1+q^2)e^{-4q}=1-2e^{-2q}(1+2q^2)+e^{-4q}=4e^{-2q}(\sinh^2q-q^2).$$

For $q>0$, $\sinh q>q$ makes $D$ positive, and $e^{2q}>1+2q+2q^2$ makes $a$ positive, so $\theta$ is real.

### (c) Stress intensity factors

Measure lengths in units of $h$. The traction $t$ is unknown on $x>0$, so $\hat t$ is analytic for $\mathrm{Im}\,k>0$. The slope $b=d\delta/dx$ vanishes on $x>0$, so $\hat b$ is analytic for $\mathrm{Im}\,k<0$. Integration by parts gives $\hat b=-ik\hat\delta$. On the real axis $|k|=\sqrt{-ik}\sqrt{ik}$, where the first root is analytic above the axis and the second below. Hence

$$\hat t=\frac{E'}4\frac{\sqrt{-ik}}{\sqrt{ik}}\,S\,\hat b. \tag{1}$$

**Factorization.** Split $\ln\sqrt D=L_++L_-$ and $\tau=\tau_++\tau_-$ by Cauchy integrals,

$$\tau_+(k)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\tau(q)}{q-k}\,dq\quad(\mathrm{Im}\,k>0),\qquad \tau_-(k)=\tau_+(-k),$$

and likewise for $L_\pm$, with $\tau$ and $D$ continued evenly to negative $q$. The matrices $e^{\tau_+J}$ and $e^{\tau_-J}$ commute because they contain the same $J$. They are analytic in their half-planes because $J$ is a polynomial in $k$. Equation (1) becomes

$$\frac{e^{-L_+}e^{-\tau_+J}\hat t}{\sqrt{-ik}}=\frac{E'}4\frac{e^{L_-}e^{\tau_-J}\hat b}{\sqrt{ik}} .$$

The left side is analytic above the real axis and the right side below. They are therefore one function, analytic except possibly at $k=0$. Square-root singularities at the tip make $\hat t,\hat b\sim k^{-1/2}$ at large $k$, so this function decays as $1/k$.

**The point $k=0$.** At small $q$, $\sqrt D\approx 2q^2/\sqrt3$, while $\sqrt D\cosh\theta$ and $\sqrt D\sinh\theta$ both tend to $2q$. So $e^\theta\approx4q/\sqrt D=2\sqrt3/q$. Half of each logarithm goes to each half-plane. The constants halve too, because $\tau_+(i\epsilon)=(\epsilon/\pi)\int_0^\infty\tau\,dq/(q^2+\epsilon^2)$ takes half the value at the origin of any continuous part. Thus

$$e^{L_+}\approx\Big(\frac2{\sqrt3}\Big)^{1/2}(-ik),\qquad e^{\tau_+}\approx(2\sqrt3)^{1/2}(-ik)^{-1/2},$$

and the minus factors follow by $k\to-k$.

Try a simple pole $C/(-ik)$. Because $J(0)=\mathrm{diag}(-1,1)$, solving for $\hat b$ gives a term $C_vk^{-2}$ in the normal slope and $C_uk^{-1}$ in the shear slope. The first is a slope growing linearly with distance, the constant curvature of an end moment. The second is the constant strain of an end force. The off-diagonal part of $J$ adds a normal slope $\sim C_uk^{-1}$, a finite rotation of the film at its root. A double pole would need a transverse end force or a strain growing along the film, and neither is present. So the simple pole is complete, and zero moment means $C_v=0$:

$$\hat t=(-ik)^{-1/2}e^{L_+}e^{\tau_+J}C,\qquad C=(0,C_u). \tag{2}$$

At $k\to0$ the shear part of (2) tends to $(2/\sqrt3)^{1/2}(2\sqrt3)^{1/2}C_u=2C_u$. This is the net shear $\int\sigma_{xy}dx$ on the bond line. The film is pushed by $+\sigma h$ at its end and held by $-\int\sigma_{xy}dx$ at its base, so in these units $2C_u=\sigma$. The normal part of (2) vanishes as $k$, so there is no net normal force. A direct evaluation of the Cauchy integrals at $k=10^{-4}i/h$ gives a net shear of $0.9993\,\sigma h$ and a normal force of $0.0000\,\sigma h$.

**The tip.** At large $k$, $L_+\to0$ and $\tau_+\to i\phi/k$, with

$$\phi=\frac1\pi\int_0^\infty\frac{\theta(q)}{\sqrt{1+q^2}}\,dq .$$

The growing entries of $J$ compensate this decay:

$$\tau_+J\to\phi\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad e^{\tau_+J}\to\begin{pmatrix}\cos\phi&\sin\phi\\-\sin\phi&\cos\phi\end{pmatrix}.$$

The free surface thus rotates the far load, a pure shear force, into a mixture of shear and opening. A tip field $t=K/\sqrt{2\pi x}$ has transform $(K/\sqrt2)(-ik)^{-1/2}$. Comparison with (2), restoring $h$, gives

$$\boxed{(K_I,K_{II})=\sigma\sqrt{h/2}\,(\sin\phi,\cos\phi),\qquad \omega=\frac\pi2-\phi.}$$

**Energy check.** Equation (1) with $S\to I$ gives $\hat b=-(4K/\sqrt2E')(ik)^{-1/2}$ near the tip. Inverting, with $r=-x$,

$$\delta=\frac{8K}{E'}\sqrt{\frac r{2\pi}} . \tag{3}$$

The work to close a short length $\Delta$ of crack, per unit length, is

$$G=\frac1{2\Delta}\int_0^\Delta\frac{K}{\sqrt{2\pi x}}\frac{8K}{E'}\sqrt{\frac{\Delta-x}{2\pi}}\,dx=\frac{K^2}{E'},$$

since $\int_0^\Delta\sqrt{(\Delta-x)/x}\,dx=\pi\Delta/2$. Summing both modes gives $\sigma^2h/(2E')$, as in (a).

**Value.** At $q=1$, $\tanh\theta=0.3828/0.5940$, so $\theta=0.7657$ and $\tau=\theta/\sqrt2=0.5414$. Other values of $\tau$ are 3.4332 at $q=0.1$, 1.4081 at $q=0.5$ and 0.0889 at $q=2$. The integrand diverges logarithmically at the origin, which is integrable, and decays exponentially at large $q$. Quadrature gives $\int_0^\infty\tau\,dq=2.0793$, so

$$\phi=\frac{2.0793}\pi=0.6619\ \text{rad}=37.92^\circ,\qquad \omega=52.08^\circ .$$

**A second load.** For a pure end moment the net shear vanishes, so $C_u=0$. Then $(K_I,K_{II})\propto(\cos\phi,-\sin\phi)$ for an opening moment, a phase of $-37.92^\circ$. The two loads have phases $90^\circ$ apart. If the film stress also has a part that varies linearly through the thickness, the film releases a moment as well as a force, and its angle differs from $\omega$.

**Sign of the stress.** Residual compression reverses both factors. A negative $K_I$ means overlapping faces, so contact must then be included and the formula fails.

### (d) Independent numerical check

The plane elasticity equations were solved by finite elements with nine-node rectangles. The film was cut at $8h$ behind the tip and loaded there by the uniform end stress. The substrate was clamped at a distance $400h$. The grid lines lay at distances from the tip that grow geometrically, starting at $2\times10^{-4}h$. The opening and sliding between $0.02h$ and $0.4h$ were divided by the square-root law (3) and extrapolated to $r=0$, which gives $K_I$ and $K_{II}$ separately. The prefactor in (3) is the same for both modes, so it cancels from the angle.

| Quantity | Finite elements | Formula |
|---|---:|---:|
| $K_I/(\sigma\sqrt h)$ | 0.4342 | 0.4346 |
| $K_{II}/(\sigma\sqrt h)$ | 0.5575 | 0.5578 |
| Angle, end force | 52.09° | 52.08° |
| Angle, end moment | −37.92° | −37.92° |

A coarser mesh, with growth ratio 2 instead of 1.5, gives $52.13^\circ$ for the end force. The near-tip energy release is 0.9987 of the global value for both loads. The calculation does not use the factorization. The moment load is a consistency check and not a second test of $\phi$: a midplane force and a moment have no cross term in the energy, so their vectors $(K_I,K_{II})$ must be perpendicular. The angle is $52.1^\circ$ to the accuracy of this comparison.

### (e) Terbium on gadolinium

These two hexagonal metals have nearly equal stiffness, which is why they suit the model. Take the rough values $E=55$ GPa and $\nu=0.26$ for both, so $E'=59.0$ GPa. Choose $h=500$ nm, $\sigma=200$ MPa and a substrate 0.5 mm thick. Then

$$G=\frac{(2\times10^8)^2(5\times10^{-7})}{2(5.90\times10^{10})}=0.17\ \text{J/m}^2=0.011\ \text{eV/Å}^2 .$$

The total intensity is $\sigma\sqrt{h/2}=0.100\ \text{MPa}\sqrt{\text m}$, which divides into

$$K_I=0.0615\ \text{MPa}\sqrt{\text m}=0.0384\ \text{eV/Å}^{5/2},$$
$$K_{II}=0.0789\ \text{MPa}\sqrt{\text m}=0.0492\ \text{eV/Å}^{5/2}.$$

Shear supplies $\sin^2\omega=62\%$ of the energy release. An interface toughness measured in nearly pure opening is therefore not automatically the one to compare with $G$.

**Unequal stiffness.** Let the substrate's $E'$ be 5% higher, with the film held fixed. The substrate's Poisson ratio is chosen so that $\mu_f(1-2\nu_s)=\mu_s(1-2\nu_f)$, where $\mu$ is the shear modulus and $f,s$ denote film and substrate. This removes the oscillating part of the interface singularity, so the angle needs no reference length. Finite elements give a shift of $-0.22^\circ$.

**Anisotropy.** Let both metals have hexagonal stiffnesses $c_{11},c_{33},c_{13},c_{44}=69,74,22,22$ GPa, all rough, with basal planes parallel to the interface. The angle shifts by $-0.45^\circ$. This figure depends on the constants and the orientation: stiffnesses of $67.8,71.2,20.7,20.8$ GPa give $-0.30^\circ$, and turning the $c$ axis along the direction of crack growth gives $+0.52^\circ$. Equal elastic constants alone therefore do not fix the angle; the derivation in (c) also assumes isotropy in the plane of deformation. The energy changes too: with these stiffnesses the plane-strain modulus along the film is $c_{11}-c_{13}^2/c_{33}=62.5$ GPa instead of 59.0 GPa, which lowers $G$ by about 6%.

**Finite substrate.** Let the substrate have thickness $H$ and a free lower face, and let $\sigma$ be the film stress that a rigid substrate would give. The bonded plate, of thickness $T=H+h$, now carries the force $\sigma h$ at a distance $H/2$ from its midplane. At constant end load, $G$ is the energy per length of the loaded film minus that of the bonded plate:

$$G=\frac{\sigma^2h}{2E'}-\frac{(\sigma h)^2}{2E'T}-\frac{12(\sigma hH/2)^2}{2E'T^3}
=\frac{\sigma^2h}{2E'}\left[1-\frac hT-\frac{3hH^2}{T^3}\right].$$

For $H=20h$ the bracket is 0.8228, against 0.8217 from finite elements, and the angle shifts by $+0.23^\circ$. In the example $H=1000h$ and the bracket is 0.9960, a loss of 0.4% in $G$. The angle was not computed at that thickness.

**Plasticity.** In an infinite body, pure opening has $B=\kappa A$, which gives $\sigma_{xx}=F''=-k^2F=\sigma_{yy}$ on $y=0$. Pure shear gives no normal stress on the line ahead of the tip. With $\sigma_{zz}=2\nu\sigma_{yy}$, the squared von Mises stress there is $(1-2\nu)^2\sigma_{yy}^2+3\sigma_{xy}^2$. Setting it equal to $\sigma_Y^2$ gives

$$r_p=\frac{(1-2\nu)^2K_I^2+3K_{II}^2}{2\pi\sigma_Y^2}.$$

For an assumed yield stress $\sigma_Y=400$ MPa, $r_p=19$ nm, or $0.04h$. This is the extent straight ahead of the tip; the zone reaches somewhat further in other directions. The elastic estimate also omits the residual stress itself and the spreading of the zone by yielding. It supports the use of $K$ only if both metals yield near the assumed 400 MPa. The farthest reach, about $0.05h$, lies in the substrate, and bulk gadolinium can be much softer than a fine-grained film: at $\sigma_Y=100$ MPa the same formula gives $r_p\approx0.6h$, and $K$ no longer describes the tip. The estimated $r_p/h$ grows as $\sigma^2/\sigma_Y^2$, but the description already fails when $\sigma$ approaches $\sigma_Y$, because the whole film is then close to yielding.

**The real case.** The film peels only if $G$ reaches the energy per area needed to separate the interface at this mode mixity. If that energy were 1 J/m², the example film would stay attached, and $G$ would reach it at about six times the thickness, with the stress held fixed. Of the angle shifts computed here, the largest is that of crystal anisotropy, about half a degree. The effect of plastic flow on the angle was not computed. Roughness, friction, film texture and the change of gadolinium's stiffness near its magnetic transition, which lies near room temperature, are also left out. The numerical output below lists the computed values.

## Table of computed values

```
TRANSFORM SOLUTION
theta at q = 0.1: 3.4504 rad; tau: 3.4332
theta at q = 0.5: 1.5743 rad; tau: 1.4081
theta at q = 1.0: 0.7657 rad; tau: 0.5414
theta at q = 2.0: 0.1987 rad; tau: 0.0889
integral of tau over q: 2.07930
rotation phi: 37.922 deg
mode-mixity angle omega: 52.078 deg
largest relative symbol error: 1.4e-15
net bond shear / (sigma h), small k: 0.9993
net bond normal force / (sigma h), small k: 0.0000
FINITE ELEMENTS
angle, coarse mesh: 52.13 deg
angle, fine mesh: 52.09 deg
K_I / (sigma sqrt(h)): 0.4342; formula: 0.4346
K_II / (sigma sqrt(h)): 0.5575; formula: 0.5578
near-tip / global energy release, end force: 0.9987
angle for pure end moment: -37.92 deg
near-tip / global energy release, end moment: 0.9987
EXAMPLE: Tb film on Gd, rough elastic values
Young modulus: 55 GPa; Poisson ratio: 0.26
plane-strain modulus: 59.0 GPa
film thickness: 500 nm; stress: 200 MPa
substrate thickness: 0.5 mm; ratio to film: 1000
energy release rate: 0.1695 J/m^2 = 0.01058 eV/A^2
K_I: 0.0615 MPa m^0.5 = 0.03836 eV/A^2.5
K_II: 0.0789 MPa m^0.5 = 0.04924 eV/A^2.5
shear share of energy release: 62.2 %
NEGLECTED EFFECTS
substrate E' / film E' in mismatch run: 1.05
angle shift from mismatch: -0.22 deg
rough hexagonal c11, c33, c13, c44: 69, 74, 22, 22 GPa
angle shift from anisotropy: -0.45 deg
test plate thickness / film thickness: 20
angle shift in test plate: +0.23 deg
test plate energy factor, finite elements: 0.8217
test plate energy factor, formula: 0.8228
energy factor for the example: 0.9960
assumed yield stress: 400 MPa
plastic zone estimate: 19.4 nm
plastic zone / film thickness: 0.039
```
